# Why a Minority-Spin Gap Lowers Gilbert Damping in Heusler Half-Metals

## A case with spin conserved

Take electrons in a ferromagnet whose exchange field points along $z$, and keep one part of the spin-orbit coupling, $\xi L_z s_z$. Here $L_z$ acts on the atomic orbitals, $s_z=\pm\tfrac12$ is the electron spin, and $\hbar=1$. Spin along $z$ is conserved, so there are two separate problems:

$$H_\uparrow=h-\tfrac{\Delta}{2}+\tfrac{\xi}{2}L_z,\qquad H_\downarrow=h+\tfrac{\Delta}{2}-\tfrac{\xi}{2}L_z .$$

The operator $h$ contains hopping and static disorder and does not act on spin; $\Delta$ is the exchange splitting. "Up" is the majority spin.

When the magnetization precesses slowly, the exchange field acquires a small transverse part, which flips spins without touching the orbital. It can heat the electrons if it joins an up state $\phi$ and a down state $\chi$ of nearly equal energy, so the overlap $\langle\phi|\chi\rangle$ matters. Sandwich $H_\uparrow-H_\downarrow=-\Delta+\xi L_z$ between the two eigenstates:

$$(E_\phi-E_\chi)\langle\phi|\chi\rangle=-\Delta\langle\phi|\chi\rangle+\xi\langle\phi|L_z|\chi\rangle .$$

At equal energies the left side vanishes, and

$$\Delta\langle\phi|\chi\rangle=\xi\langle\phi|L_z|\chi\rangle .$$

Without spin-orbit coupling the overlap is zero and slow precession costs nothing. With it, an ordinary ferromagnet is damped, because both spins have states at the Fermi level $E_F$. In a half-metal there is no $\chi$ at $E_F$, and the damping vanishes at zero temperature.

Real spin-orbit coupling also contains terms that mix up and down. They supply the damping that a half-metal retains.

## From absorbed energy to the damping constant

The full mean-field Hamiltonian is

$$H=h-\Delta\,\mathbf m\cdot\mathbf s+\xi\,\mathbf L\cdot\mathbf s ,$$

where the unit vector $\mathbf m$ is the direction of the majority spin. The exchange axis turns rigidly while the lattice stays fixed. Magnon scattering, losses into neighbouring layers and the orbital moment are left out.

**Macroscopic loss.** Let the spin per cell be $S\mathbf m$, with magnetic energy $E(\mathbf m)$. Gilbert damping is a friction force $-\alpha S\dot{\mathbf m}$ added to $-\partial E/\partial\mathbf m$. Calling the sum $\mathbf F$, the equation of motion is $S\dot{\mathbf m}=\mathbf m\times\mathbf F$. Since $\mathbf F\cdot(\mathbf m\times\mathbf F)=0$, we have $\mathbf F\cdot\dot{\mathbf m}=0$, hence

$$\frac{dE}{dt}=\frac{\partial E}{\partial\mathbf m}\cdot\dot{\mathbf m}=-\alpha S|\dot{\mathbf m}|^2 .$$

For precession at small angle $\theta$ and frequency $\omega$, $|\dot{\mathbf m}|=\theta\omega$. The power passed to the electrons is $P=\alpha S\omega^2\theta^2$ per cell.

**Microscopic loss.** Put $\mathbf m\simeq(\theta\cos\omega t,\theta\sin\omega t,1)$ and $s^\pm=s_x\pm is_y$. Free precession about an energy minimum along $+z$ has the opposite sense, but both senses give the same $\alpha$ as $\omega\to0$. Then $s_x=(s^++s^-)/2$ and $s_y=-i(s^+-s^-)/2$, so the perturbation is

$$V=-\Delta\theta(s_x\cos\omega t+s_y\sin\omega t)=-\frac{\Delta\theta}{2}\left(s^+e^{-i\omega t}+s^-e^{i\omega t}\right).$$

The first term lifts an electron from $n$ to $m$ and absorbs $\omega$; the second drives the reverse step. Their occupation factors combine as $f_n(1-f_m)-f_m(1-f_n)=f_n-f_m$. The golden rule gives

$$P=2\pi\omega\left(\frac{\Delta\theta}{2}\right)^2\sum_{mn}(f_n-f_m)|\langle m|s^+|n\rangle|^2\,\delta(E_m-E_n-\omega).$$

At zero temperature and small $\omega$, $f(E_n)-f(E_n+\omega)\to\omega\,\delta(E_F-E_n)$. Thus $P$ contains $2\pi\omega^2\Delta^2\theta^2/4$, and comparison with the Gilbert loss yields

$$\alpha=\frac{\pi\Delta^2}{2S}\sum_{mn}|\langle m|s^+|n\rangle|^2\,\delta(E_F-E_m)\,\delta(E_F-E_n).$$

Sums are per cell. The crystal is taken infinite before $\omega\to0$, so that the levels form a continuum.

A direct time evolution tests this prefactor. In a disordered block of 18 cells, with $\Delta=1.7$ eV and $\xi=0.07$ eV, the exchange field was tilted by a pulse of peak angle 0.003 centred at $\omega=0.08$ eV. The absorbed energy divided by the golden-rule value for the same pulse was 1.00000.

## Three kinds of Fermi-level pairs

The commutators $[s_z,s^+]=s^+$ and $[s^-,s^+]=-2s_z$ turn the exchange matrix element into a spin-orbit one. First,

$$[H,s^+]=-\Delta s^++T,\qquad T=\xi[\mathbf L\cdot\mathbf s,s^+].$$

Between eigenstates the left side is $(E_m-E_n)\langle m|s^+|n\rangle$, so

$$\langle m|T|n\rangle=(\Delta+E_m-E_n)\langle m|s^+|n\rangle .$$

At equal energies $\Delta s^+$ and $T$ have the same matrix elements. The pulse above, which has the sense of rotation chosen there, shows the correction at finite frequency: the absorbed energy was 0.906 of the value from the static torque $T$, close to $[\Delta/(\Delta+\omega)]^2=(1.7/1.78)^2=0.912$. A 10 GHz quantum is $4.1\times10^{-5}$ eV, for which this correction is negligible.

Next write $\mathbf L\cdot\mathbf s=L_zs_z+\tfrac12(L^+s^-+L^-s^+)$. The first term gives $L_zs^+$, the second gives $\tfrac12L^+(-2s_z)$, and the third commutes with $s^+$. Therefore

$$T=\xi\left(L_zs^+-L^+s_z\right).$$

One part flips the spin and the other conserves it. Since $T$ is already proportional to $\xi$, the damping to order $\xi^2$ follows from the states at $\xi=0$, which have pure spin. Collect the orbital states of spin $\sigma$ at $E_F$ in the spectral operator

$$A_\sigma=\sum_n|\phi_{n\sigma}\rangle\langle\phi_{n\sigma}|\,\delta(E_F-E_{n\sigma}),$$

and define the pair sums $J_a(\sigma,\sigma')=\mathrm{Tr}(L_aA_{\sigma'}L_a^\dagger A_\sigma)$, where $a$ is $z$ or $+$. In the spin-conserving part $s_z=\pm\tfrac12$, which gives a factor $\tfrac14$ after squaring. The two parts of $T$ lead to different final spins and do not interfere:

$$\alpha=\frac{\pi\xi^2}{2S}\left[J_z(\uparrow,\downarrow)+\tfrac14J_+(\uparrow,\uparrow)+\tfrac14J_+(\downarrow,\downarrow)\right].$$

If $E_F$ lies in the minority gap, $A_\downarrow=0$. The first and third terms disappear:

$$\alpha_{\rm half\text{-}metal}=\frac{\pi\xi^2}{8S}J_+(\uparrow,\uparrow).$$

The power of $\xi$ is unchanged. Half-metallicity lowers the damping by removing pairs, not by moving it to a higher order.

A simple limit sizes the effect. Suppose the minority spectral operator were $p$ times the majority one, with $S$ and the majority states held fixed. Cubic symmetry makes the pair sums for $L_x$, $L_y$ and $L_z$ equal and cancels the cross terms in $L^+=L_x+iL_y$, so $J_+(\uparrow,\uparrow)=2J_z(\uparrow,\uparrow)$. Relative to the surviving term $J_+(\uparrow,\uparrow)/4$, the flip term is $2p$ and the minority term is $p^2$:

$$\frac{\alpha(p)}{\alpha(0)}=1+2p+p^2=(1+p)^2 .$$

For equal spectra, $p=1$, the gap removes three quarters of the pair sum. For small $p$, the damage is linear in the residual minority weight.

## Where spin mixing enters

The surviving term joins two majority states, yet the exchange field acts by flipping spin. The link is a small minority component. To first order, the term $\tfrac{\xi}{2}L^+s^-$ changes a majority state into

$$|n\rangle=|\phi_n\uparrow\rangle+\sum_p|\phi_p\downarrow\rangle\frac{(\xi/2)\langle\phi_p|L^+|\phi_n\rangle}{\epsilon_n-\epsilon_p-\Delta},$$

where $\epsilon_n$ is an eigenvalue of $h$. The longitudinal term adds majority components, which $s^+$ annihilates. Acting on $|n\rangle$, $s^+$ raises the minority component, and the overlap with $\phi_m\uparrow$ selects $p=m$. At equal energies,

$$\Delta\langle m|s^+|n\rangle=-\frac{\xi}{2}\langle\phi_m|L^+|\phi_n\rangle .$$

This is the spin-conserving part of $T$. The minority states enter virtually; they need not lie at $E_F$. A larger $\Delta$ reduces the admixture, but the exchange field that acts on it is larger by the same factor. At leading order, therefore, increasing $\Delta$ inside the half-metallic range does not reduce $\alpha$ further if $S$ and the majority bands stay fixed.

## Which majority pairs remain in a crystal

In an ordered crystal $L^+$ joins states of equal wavevector $\mathbf k$. In the model below $h(\mathbf k)$ is a real symmetric matrix, so its eigenvectors can be chosen real. The matrices $L_a$ are imaginary and antisymmetric, hence $\langle\phi|L_a|\phi\rangle=0$. The leading pairs must join different majority bands.

Suppose two such bands are separated by $D$ and each has a Lorentzian level half-width $\Gamma$. Sweeping the pair through $E_F$ at fixed $D$ convolves two Lorentzians:

$$\int d\epsilon\,a(\epsilon)\,a(\epsilon+D)=\frac1\pi\frac{2\Gamma}{D^2+4\Gamma^2},\qquad a(\epsilon)=\frac{\Gamma/\pi}{\epsilon^2+\Gamma^2}.$$

For $D\gg2\Gamma$ this is $2\Gamma/(\pi D^2)$: scattering is needed to bring both states to the same energy, and damping rises with $\Gamma$. Near a band crossing, $D$ itself sweeps through zero. Integrating the expression over $D$ gives 1, so that contribution is independent of $\Gamma$ if the values of $D$ are spread evenly around zero and the orbital matrix element is constant there.

Same-band pairs have $D=0$ and overlap $1/(2\pi\Gamma)$, but their first-order torque vanishes. At a generic point $\mathbf k=(0.7,1.6,2.6)$ (lattice constant 1), doubling $\xi$ from 0.005 to 0.01 eV multiplied the same-band torque by 3.985, as expected for $\xi^2$. At such a point its contribution to damping therefore scales as $\xi^4/\Gamma$; near band crossings, where $\xi$ is comparable with $D$, the power of $\xi$ is lower. In the half-metal below, at $\xi=0.07$ eV, the same-band part is about 11% of the damping for $\Gamma=0.04$ eV and about 40% for $\Gamma=0.01$ eV. Summed over the zone, it grows roughly as $\xi^{3.5}$ between 0.035 and 0.07 eV. Since it rises as $1/\Gamma$, it can overtake the interband part in a sufficiently clean crystal. Better crystal quality is then no guarantee of lower damping.

## Worked example

The model has three d orbitals, $yz$, $zx$ and $xy$, on a simple cubic lattice. Label them by the missing axis, $a=x,y,z$, and let $b,c$ be the other two axes:

$$h_{aa}=-2t(\cos k_b+\cos k_c)-2t'\cos k_a,\qquad h_{ab}=4t''\sin k_a\sin k_b .$$

The orbital matrices are $(L_a)_{bc}=i\varepsilon_{abc}$. Parameters are $t=0.25$, $t'=0.03$, $t''=0.05$, $\xi=0.07$ and $\Delta=1.7$ eV, with two electrons per cell. Each orbital on each site has an independent random energy, uniformly distributed with rms value $u=0.15$ eV and the same for both spins.

**Disorder average.** To second order in the random energies, an electron leaves an orbital and returns to it, which gives the self-energy $u^2G_{\rm loc}$. Using the averaged local Green function $G_{\rm loc}$ makes this self-consistent (the Born approximation). Repeated scattering shared by both states of a pair could also modify $L_a$, but for independent orbital energies it can add only orbital-diagonal terms. A half-turn about a cubic axis leaves such terms unchanged, while each $L_a$ changes sign under one of these half-turns; the correction is zero.

Diagonalizing ten random blocks of $6^3$ cells tests the approximation. With $\Delta=0.6$ eV, $E_F$ at 0.2 eV on the majority energy scale and an added broadening of 0.06 eV, the ratio of Born to explicit pair sums was 1.002 for flip pairs and 1.006 for majority pairs. At this broadening the flip sum changes by under 1% if the disorder is omitted altogether, against 16% for the majority sum, so mainly the majority pairs are tested.

**The half-metal.** Both electrons are majority electrons, so $S=(2-0)/2=1$. In the Born approximation the minority edge lies 0.37 eV above $E_F$. Because the disorder is bounded by $\pm\sqrt3u$, it cannot pull a minority level closer than 0.15 eV at $\xi=0$. This is a bound, not an estimate of the edge. The majority half-width is $\Gamma=0.040$ eV, a lifetime $\hbar/2\Gamma$ of 8.2 fs. With $J_+/4=0.304$ eV$^{-2}$,

$$\alpha=\frac{\pi(0.07)^2}{2\times1}\times0.304=2.3\times10^{-3}.$$

A spin precessing at small angle has energy $S\omega\theta^2/2$. Equating its loss to $\alpha S\omega^2\theta^2$ gives $\dot\theta=-\alpha\omega\theta$, so the amplitude decays in $1/(\alpha\omega)=6.8$ ns at 10 GHz.

**Closing the gap.** Here $\Delta$ is lowered with hopping, disorder, $\xi$ and electron number held fixed; $E_F$ and $S$ are recalculated. Contributions to $\alpha$ are of leading order in $\xi$ and in units of $10^{-3}$. At fixed $E_F$ and self-energy, higher orders raise the totals of the first two rows by about 4% and of the third by about 8%. The entries use a $48^3$ k mesh. A $128^3$ mesh lowers the min–min entries by up to 0.15 (2.8 to 2.6, 2.0 to 1.9) and the first three totals by up to 0.1. It changes the factor and the drop quoted below to 5.0 and 9.4, and leaves the half-metal value unchanged.

| $\Delta$ (eV) | $S$ | flip | maj–maj | min–min | total |
|---|---|---|---|---|---|
| 0.60 | 0.51 | 10.7 | 7.0 | 2.8 | 20.5 |
| 0.90 | 0.74 | 5.3 | 4.6 | 1.9 | 11.8 |
| 1.20 | 0.94 | 0.3 | 2.6 | 2.0 | 4.9 |
| 1.45 | 1.00 | 0.0 | 2.3 | 0.0 | 2.3 |
| 1.70 | 1.00 | 0.0 | 2.3 | 0.0 | 2.3 |

From 0.90 to 1.70 eV the damping falls by a factor of 5.1. Of the drop of 9.5 units, $5.3+1.9=7.2$ come from the removed pairs. The rest is a smaller majority term, because $S$ grows and $E_F$ moves within the majority band. The last two rows agree, as they should once the majority band is fully responsible.

At 1.20 eV the flip term has nearly gone although minority states remain at $E_F$. The band shapes suggest why. The minority $yz$ band starts at $k_y=k_z=0$, where the other two orbitals lie no higher than $-2t'=-0.06$ eV on the scale of $h$, while the majority Fermi level at this $\Delta$ is at 0.20 eV. Minority electrons near the band bottom thus have no majority partner of equal $\mathbf k$ at $E_F$. A density of states alone does not fix the damping.

**Spin-orbit coupling inside the states.** Green functions containing the full coupling test the three-term formula: at $\Delta=0.9$ eV and $\xi=0.002$ eV their ratio to it is 1.0005. For the half-metal at $\xi=0.07$ eV, they give 1.003 times the leading damping on a $24^3$ k mesh and 1.006 on a $60^3$ mesh, with the disorder self-energy held fixed and no further scattering corrections to the torque. If the mixing terms are switched off, $7\times10^{-5}$ of the damping remains, a residue of the numerical broadening of $10^{-4}$ eV. The spin-orbit-induced minority density of states is about $10^{-3}$ of the majority one, of the order of $(\xi/\Delta)^2=1.7\times10^{-3}$. Doubling $\xi$ from 0.035 eV multiplies it by 4.03.

## What temperature and defects restore

At 300 K, $kT=0.026$ eV. The Born minority edge lies 0.366 eV above $E_F$ (the 0.374 eV in the output uses a finite density threshold), so the factor for thermally reaching it is $e^{-0.366/0.0259}=7\times10^{-7}$. Thermal averaging over the majority band, with the chemical potential held at its zero-temperature value, raises $\alpha$ by 2%. In this model, thermal occupation of the minority band is harmless.

Thermal disorder of the spin directions can matter more. A local moment tilted from the average axis has majority states that look partly minority along that axis. For a deliberately high estimate, take a Curie temperature of roughly 900 K and a magnetization reduced to $\mu=1-(300/900)^{3/2}=0.81$, a low-temperature law stretched to reach zero at the Curie temperature. Assigning the loss to opposite-spin weight gives

$$p=\frac{1-\mu}{1+\mu}=0.106,\qquad 2p+p^2=0.22 .$$

The damping would rise by about 22%. Linear spin-wave theory for a simple cubic Heisenberg ferromagnet with the same Curie temperature and spin between $\tfrac12$ and $\tfrac52$ gives a milder reduction, to 0.94–0.95, and the same formula then gives 5–6.5%. This holds the majority weight and $S$ fixed, although tilt lowers both. If weight instead moves from majority to minority and the orbital spectra keep their form, the pair sum is unchanged, because it scales as the square of the total weight; for $\mu=0.81$ the smaller spin $\mu S$ alone then raises the damping by a factor $1/\mu=1.24$. Real tilt also scatters electrons and alters their hopping, which can lower the pair sum and offset this rise. The estimates show what each assumption implies; they are not corrections to apply.

Defects can put minority states into the gap. If their spectral operator has the same orbital and wavevector form as the majority one and 5% of its weight, the formula adds 10%. Localized defect states need not have this form.

## Comparison with real films, and what to do

The parameters are in the rough regime of cobalt-based full Heusler ferromagnets, but no compound is represented. In the model the minority band is entirely empty, whereas in these compounds the gap lies between filled and empty minority bands, so both edges need a margin. Damping of order $10^{-3}$ is typical of good films, and the best are lower, so the model value is plausible but not among the lowest. Its moment, about $2\mu_B$ per cell, is at the low end for this family; many members have 4 to $6\mu_B$. A larger $S$ lowers $\alpha$ in proportion if the pair sum is unchanged, but real compounds also have more d orbitals and several magnetic atoms, which change that sum. Real devices break the assumptions of collinear spins and a clean gap; the percentages given above for tilt and defects illustrate the model and do not predict the size of these effects in a device. Neighbouring metals can add a loss that this bulk calculation does not size.

For a bulk-like film in the regime treated here, the formula supports these choices:

- **Place $E_F$ well inside the minority gap.** At 300 K, a distance of many $kT$ suffices against thermal occupation; disorder tails need their own margin.
- **Suppress defects that create minority states at $E_F$.** To keep their added damping below 10%, $2p+p^2$ must be below 0.1, or $p$ below about 5%, if their states resemble the majority ones.
- **Favour small $\xi$, large $S$ and few majority interband pairs.** With bands, $S$ and scattering fixed, halving $\xi$ divides the leading term by four.
- **Do not widen the gap for its own sake.** Once minority states are absent from $E_F$, a wider gap gives margin, not lower leading-order damping.
- **Check the trend with scattering.** Damping that rises as the film becomes cleaner or colder is compatible with the same-band term, which grows as $1/\Gamma$; further ordering may then not help. Interband pairs with $D<2\Gamma$ show a similar trend, so the trend alone does not identify the cause.

The remaining digits are in the numerical output below.

## Values computed for the example and the checks

```
INPUTS (rough Heusler regime)
hoppings t, t', t'' = 0.25, 0.03, 0.05 eV
xi = 0.07 eV; Delta = 1.7 eV; rms disorder = 0.15 eV
electrons per cell = 2; T = 300 K
SCAN OF EXCHANGE: alpha parts in units of 1e-3
Delta(eV)  S(hbar)  DOSmin(1/eV)  flip  maj-maj  min-min  total
 0.60    0.509     1.1872    10.697    7.041    2.771   20.509
 0.90    0.739     1.0865     5.348    4.560    1.938   11.846
 1.20    0.943     0.8400     0.300    2.621    1.956    4.877
 1.45    1.000     0.0002     0.000    2.342    0.000    2.343
 1.70    1.000     0.0001     0.000    2.342    0.000    2.342
HALF-METAL, Delta = 1.70 eV
Fermi level in majority frame = 0.230 eV
minority edge above Fermi level = 0.374 eV
strict bound on that distance = 0.152 eV
majority DOS at Fermi level = 1.695 /eV/cell
majority level half-width = 0.0399 eV
majority lifetime = 8.24 fs
majority pair term J_+/4 = 0.3043 /eV^2
leading damping alpha = 2.342e-03 (no unit)
amplitude decay time at 10 GHz = 6.79 ns
alpha(Delta=0.9 eV)/alpha(half-metal) = 5.06
TESTS
absorbed energy / exchange formula = 1.00000
absorbed energy / static torque formula = 0.9059
largest torque identity error = 1.9e-15 eV
Born/explicit disorder: flip = 1.002
Born/explicit disorder: maj-maj = 1.006
Green function/three-part formula = 1.0005
half-metal damping left without mixing = 6.9e-05
minority weight ratio on doubling xi = 4.034
same-band torque ratio on doubling xi = 3.985
change with coarser k grid = -0.28 %
NEGLECTED EFFECTS
all orders in xi / leading order = 1.003
minority/majority DOS from spin-orbit = 9.94e-04
kT = 0.0259 eV; thermal/zero-T alpha = 1.019
minority activation exp(-gap/kT) = 5.2e-07
rough Curie temperature = 900 K
thermal tilt: minority/majority weight = 0.106
thermal tilt: added damping = 22 % (crude)
minority defect DOS 5 % of majority adds 10.2 %
precession quantum at 10 GHz = 4.14e-05 eV
```
